# Lateral Depletion of a Balanced 4H-SiC Superjunction: verification in Python

```python
"""Balanced 4H-SiC superjunction: lateral depletion potential and field.

Result under test, for columns each of width W and doping N:
    V_dep = q N W^2 / (4 eps),    E_m = q N W / (2 eps).
V_dep is the total potential between neighbouring column centres, including
the built-in part; E_m is the lateral field at the metallurgical junction.
q: elementary charge; eps: lateral permittivity; d = W/2.
Internal units: micrometre and volt, so 100 V/um = 1 MV/cm.
Material parameters are rough typical values, not fitted device data.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve
from scipy.special import expn, lambertw

q = sc.e
width = 2.0
half = width / 2
doping_cm3 = 5e16
eps_lateral = 9.7
eps_vertical = 10.0
temperature = 300.0
length = 10.0
drain_voltage = 1500.0
imbalance = 0.05

# Potential curvature q N / eps in V/um^2.
curvature = q * doping_cm3 * 1e6 / (eps_lateral * sc.epsilon_0) * 1e-12
field_peak = curvature * half
potential_dep = curvature * width**2 / 4
thermal_voltage = sc.k * temperature / q
debye = np.sqrt(thermal_voltage / curvature)


# Nonlinear Poisson equation including mobile majority carriers.
def from_centre(u_centre):
    """Return reduced potential and its slope at the junction."""
    sol = solve_ivp(lambda s, y: [y[1], -np.expm1(-y[0])],
                    (0, half / debye), [u_centre, 0.0],
                    method="DOP853", rtol=1e-10, atol=1e-17)
    assert sol.success
    return sol.y[:, -1]


def solve_total_potential(total):
    target = total / (2 * thermal_voltage)
    log_u = brentq(lambda z: from_centre(np.exp(z))[0] - target, -30, 3)
    u_centre = np.exp(log_u)
    slope = from_centre(u_centre)[1]
    return u_centre, slope * thermal_voltage / debye


partial_voltage = 40.0
partial_depth = np.sqrt(partial_voltage / curvature)
partial_field = curvature * partial_depth
_, partial_field_numeric = solve_total_potential(partial_voltage)
assert abs(partial_field_numeric / partial_field - 1) < 0.002
u_centre, field_numeric = solve_total_potential(potential_dep)
residual = np.exp(-u_centre)
assert abs(field_numeric / field_peak - 1) < 0.002
reduced_half = half / debye
u_estimate = lambertw(reduced_half * np.sqrt(np.pi / 2) - 1).real
residual_estimate = np.exp(-u_estimate)
assert abs(residual_estimate / residual - 1) < 0.05
voltage_one_percent = 2 * thermal_voltage * from_centre(np.log(100))[0]
extra_voltage = voltage_one_percent - potential_dep
assert 0 < extra_voltage < 0.01 * potential_dep


# Built-in potential with incomplete ionization in neutral material.
def built_in(temp):
    vt = sc.k * temp / q
    gap = 3.26 - 3e-4 * (temp - 300)
    scale = (temp / 300)**1.5
    bands = (1.7e19 * scale, 2.5e19 * scale)
    depths = (0.10, 0.20)
    degeneracies = (2, 4)
    result = gap
    free = []
    for states, depth, degeneracy in zip(bands, depths, degeneracies):
        mass_action = states / degeneracy * np.exp(-depth / vt)
        density = (-mass_action + np.sqrt(
            mass_action**2 + 4 * mass_action * doping_cm3)) / 2

        def neutrality(distance):
            carriers = states * np.exp(-distance / vt)
            ionized = doping_cm3 / (
                1 + degeneracy * np.exp((depth - distance) / vt))
            return carriers / ionized - 1

        distance = brentq(neutrality, 0.0, 1.5)
        assert abs(states * np.exp(-distance / vt) / density - 1) < 1e-7
        result -= vt * np.log(states / density)
        free.append(density)
    return result, free


vbi_300, free_300 = built_in(300.0)
vbi_450, _ = built_in(450.0)


# Depleted columns between two equipotential contacts.
nx, ny = 40, 400
dx, dy = width / nx, length / ny


def solve_columns(acceptor_excess=0.0, eps_ratio=1.0):
    """eps_ratio is vertical permittivity divided by lateral permittivity."""
    main_x = -2 * np.ones(nx)
    main_x[[0, -1]] = -1
    lap_x = diags([np.ones(nx - 1), main_x, np.ones(nx - 1)],
                  [-1, 0, 1]) / dx**2
    lap_y = diags([np.ones(ny - 2), -2 * np.ones(ny - 1),
                   np.ones(ny - 2)], [-1, 0, 1]) / dy**2
    matrix = (kron(lap_x, identity(ny - 1))
              + eps_ratio * kron(identity(nx), lap_y)).tocsc()
    charge = np.ones(nx)
    charge[nx // 2:] = -(1 + acceptor_excess)
    rhs = -curvature * np.repeat(charge[:, None], ny - 1, axis=1)
    rhs[:, -1] -= eps_ratio * drain_voltage / dy**2
    potential = np.zeros((nx, ny + 1))
    potential[:, -1] = drain_voltage
    potential[:, 1:-1] = spsolve(matrix, rhs.ravel()).reshape(nx, ny - 1)
    grad_x, grad_y = np.gradient(potential, dx, dy, edge_order=2)
    return potential, grad_x, grad_y


potential, grad_x, grad_y = solve_columns()
middle = ny // 2
junction_field = (potential[nx // 2 - 1, middle]
                  - potential[nx // 2, middle]) / dx
centre_drop = potential[0, middle] - potential[-1, middle]
vertical_field = drain_voltage / length
assert abs(junction_field / field_peak - 1) < 0.005
assert abs(centre_drop / potential_dep - 1) < 0.005
assert np.max(abs(grad_y[:, middle] / vertical_field - 1)) < 0.005
# No interior potential pocket can hold carriers in this depleted solution.
assert potential[:, 1:-1].min() > 0
assert potential[:, 1:-1].max() < drain_voltage

junction_total = np.hypot(vertical_field, field_peak)
junction_total_numeric = np.hypot(
    junction_field, grad_y[nx // 2 - 1:nx // 2 + 1, middle].mean())
assert abs(junction_total_numeric / junction_total - 1) < 0.005
end_extra = 8 * float(np.euler_gamma * 0 + sum(
    (-1)**m / (2 * m + 1)**2 for m in range(20000))) / np.pi**2 * field_peak
end_numeric = grad_y[0, 0] - vertical_field
assert abs(end_numeric / end_extra - 1) < 0.015
assert abs((grad_y[-1, -1] - vertical_field) / end_extra - 1) < 0.015
magnitude = np.hypot(grad_x, grad_y)
max_x, max_y = np.unravel_index(np.argmax(magnitude), magnitude.shape)
assert (max_x, max_y) in ((0, 0), (nx - 1, ny))

ratio = eps_vertical / eps_lateral
_, _, grad_y_aniso = solve_columns(eps_ratio=ratio)
end_aniso = end_extra / np.sqrt(ratio)
end_aniso_numeric = grad_y_aniso[0, 0] - vertical_field
assert abs(end_aniso_numeric / end_numeric * np.sqrt(ratio) - 1) < 0.003

pot_imb, gx_imb, gy_imb = solve_columns(acceptor_excess=imbalance)
imbalance_change = curvature * imbalance * length / 2
imbalance_numeric = gy_imb[:, -1].mean() - gy_imb[:, 0].mean()
assert abs(imbalance_numeric / imbalance_change - 1) < 0.01
assert pot_imb[:, 1:-1].min() > 0
assert pot_imb[:, 1:-1].max() < drain_voltage
max_imbalanced = np.hypot(gx_imb, gy_imb).max()

# Rough hole coefficients, perpendicular and parallel to the c axis.
a_perp, b_perp = 3e3, 1600.0
a_par, b_par = 3e4, 2500.0
lateral_ionization = width * a_perp * expn(2, b_perp / field_peak)
lateral_quad = 2 * quad(
    lambda x: a_perp * np.exp(-b_perp / (curvature * x)) if x > 0 else 0,
    0, half, epsabs=1e-13, epsrel=1e-9)[0]
assert abs(lateral_quad / lateral_ionization - 1) < 1e-5
assert lateral_ionization < 0.01
y = np.linspace(0, length, ny + 1)
vertical_ionization = trapezoid(a_par * np.exp(-b_par / grad_y[0]), y)
assert vertical_ionization < 1

# Two-band tunnelling through the gap in the peak lateral field.
mass_ratio = 0.3
gap_joule = 3.26 * q
mass = mass_ratio * sc.m_e
force = q * field_peak * 1e6
tunnel_exponent = (np.pi * np.sqrt(2 * mass) * gap_joule**1.5
                   / (4 * sc.hbar * force))
tunnel_length = gap_joule / force
tunnel_quad = 2 * tunnel_length * quad(
    lambda t: np.sqrt(2 * mass * gap_joule * t * (1 - t)) / sc.hbar,
    0, 1)[0]
assert abs(tunnel_quad / tunnel_exponent - 1) < 1e-6
assert tunnel_exponent > 50


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Width of each column", width, "um")
show("Doping of each column", doping_cm3, "cm^-3")
show("Lateral relative permittivity", eps_lateral)
show("Temperature", temperature, "K")
show("Elementary charge", q, "C", 7)
show("Vacuum permittivity", sc.epsilon_0 / 100, "F/cm", 7)
show("Lateral permittivity", eps_lateral * sc.epsilon_0 / 100, "F/cm")
show("Charge density qN", q * doping_cm3, "C/cm^3")
show("Potential curvature qN/eps", curvature, "V/um^2")
show("Peak lateral field", field_peak / 100, "MV/cm")
show("Total lateral depletion potential", potential_dep, "V")
show("If 2 um is pitch: potential", potential_dep / 4, "V")
show("If 2 um is pitch: field", field_peak / 200, "MV/cm")
show("Partial-depletion test potential", partial_voltage, "V")
show("Partial depth per side", partial_depth, "um")
show("Partial peak field, formula", partial_field / 100, "MV/cm")
show("Partial peak field, nonlinear", partial_field_numeric / 100, "MV/cm")
show("Thermal voltage", thermal_voltage, "V")
show("Debye length", debye * 1000, "nm")
show("Peak field at V_dep, nonlinear", field_numeric / 100, "MV/cm")
show("Centre carrier fraction, nonlinear", residual, digits=3)
show("Centre carrier fraction, estimate", residual_estimate, digits=3)
show("Extra potential for 1% at centre", extra_voltage, "V", 3)
show("Neutral electron density, rough", free_300[0], "cm^-3", 2)
show("Neutral hole density, rough", free_300[1], "cm^-3", 2)
show("Built-in potential at 300 K, rough", vbi_300, "V", 3)
show("Built-in potential at 450 K, rough", vbi_450, "V", 3)
show("Applied depletion bias at 300 K", potential_dep - vbi_300, "V", 3)
show("Drift length", length, "um")
show("Vertical potential drop", drain_voltage, "V")
show("Mean vertical field", vertical_field / 100, "MV/cm")
show("2D centre-to-centre potential", centre_drop, "V", 4)
show("2D junction lateral field", junction_field / 100, "MV/cm", 4)
show("Total field at junction", junction_total / 100, "MV/cm", 4)
show("Column-end extra field, formula", end_extra / 100, "MV/cm", 4)
show("Column-end extra field, 2D", end_numeric / 100, "MV/cm", 4)
show("Largest field in balanced 2D cell", magnitude.max() / 100, "MV/cm", 4)
show("Vertical relative permittivity, rough", eps_vertical)
show("End extra with anisotropy", end_aniso / 100, "MV/cm", 4)
show("Acceptor excess", 100 * imbalance, "%")
show("End-to-end mean field change", imbalance_change / 100, "MV/cm", 4)
show("Largest field with imbalance", max_imbalanced / 100, "MV/cm", 4)
show("Lateral ionization a, rough", a_perp * 1e4, "cm^-1")
show("Lateral ionization b, rough", b_perp / 100, "MV/cm")
show("Lateral ionization integral", lateral_ionization, digits=2)
show("Vertical ionization a, rough", a_par * 1e4, "cm^-1")
show("Vertical ionization b, rough", b_par / 100, "MV/cm")
show("n-centre-line ionization integral", vertical_ionization, digits=2)
show("Band gap at 300 K, rough", gap_joule / q, "eV")
show("Tunnelling mass, rough", mass_ratio, "electron masses")
show("Tunnelling distance", tunnel_length * 1e9, "nm", 3)
show("Tunnelling exponent", tunnel_exponent, digits=3)
print("success")
```

Printed output:

```
Width of each column: 2 um
Doping of each column: 5e+16 cm^-3
Lateral relative permittivity: 9.7
Temperature: 300 K
Elementary charge: 1.602177e-19 C
Vacuum permittivity: 8.854188e-14 F/cm
Lateral permittivity: 8.5886e-13 F/cm
Charge density qN: 0.0080109 C/cm^3
Potential curvature qN/eps: 93.274 V/um^2
Peak lateral field: 0.93274 MV/cm
Total lateral depletion potential: 93.274 V
If 2 um is pitch: potential: 23.318 V
If 2 um is pitch: field: 0.46637 MV/cm
Partial-depletion test potential: 40 V
Partial depth per side: 0.65486 um
Partial peak field, formula: 0.61082 MV/cm
Partial peak field, nonlinear: 0.61042 MV/cm
Thermal voltage: 0.025852 V
Debye length: 16.648 nm
Peak field at V_dep, nonlinear: 0.93191 MV/cm
Centre carrier fraction, nonlinear: 0.042
Centre carrier fraction, estimate: 0.0425
Extra potential for 1% at centre: 0.2 V
Neutral electron density, rough: 4.1e+16 cm^-3
Neutral hole density, rough: 1e+16 cm^-3
Built-in potential at 300 K, rough: 2.9 V
Built-in potential at 450 K, rough: 2.68 V
Applied depletion bias at 300 K: 90.4 V
Drift length: 10 um
Vertical potential drop: 1500 V
Mean vertical field: 1.5 MV/cm
2D centre-to-centre potential: 93.2 V
2D junction lateral field: 0.9321 MV/cm
Total field at junction: 1.766 MV/cm
Column-end extra field, formula: 0.6925 MV/cm
Column-end extra field, 2D: 0.6922 MV/cm
Largest field in balanced 2D cell: 2.192 MV/cm
Vertical relative permittivity, rough: 10
End extra with anisotropy: 0.682 MV/cm
Acceptor excess: 5 %
End-to-end mean field change: 0.2332 MV/cm
Largest field with imbalance: 2.326 MV/cm
Lateral ionization a, rough: 3e+07 cm^-1
Lateral ionization b, rough: 16 MV/cm
Lateral ionization integral: 1.1e-05
Vertical ionization a, rough: 3e+08 cm^-1
Vertical ionization b, rough: 25 MV/cm
n-centre-line ionization integral: 0.089
Band gap at 300 K, rough: 3.26 eV
Tunnelling mass, rough: 0.3 electron masses
Tunnelling distance: 35 nm
Tunnelling exponent: 139
success
```
